# Conservative finite volumes for Korhonen stress evolution on an interconnect graph

In a six-branch metal network holding $4.4\times10^{11}$ atoms, a day of simulated electromigration changed the computed atom number by at most $7.6\times10^{-5}$ atoms. When the same network was run to its steady state with junctions that ignored line width, $1.1\times10^{8}$ atoms vanished and every stress came out 7.4 MPa too high. Yet all stress differences in that steady state were right, so a check of its gradients would have found nothing wrong. The cause lies in how atom fluxes are added where lines meet.

## Model and conventions

Branch $b$ is a straight line of length $L_b$, cross-section $A_b$ and atomic diffusivity $D_b$. Its coordinate $x$ runs from a tail vertex to a head vertex. The temperature $T$, atomic volume $\Omega$ and effective modulus $B$ are common to all branches. The hydrostatic stress $\sigma$ is positive in tension, $e>0$, and $\phi$ is the electric potential. The effective charge number $Z$ is negative when atoms are dragged along by the electrons. Terminals block atoms, no void has formed, vacancy storage is neglected, and $|\sigma|\ll B$.

An atom under tension has chemical potential $\mu_0-\Omega\sigma$, so the stress pushes it with force $+\Omega\,\partial_x\sigma$. The electrical force is $F=-Ze\,\partial_x\phi$, an expression of the same form in Gaussian and SI units. The drift velocity is $D/kT$ times the total force, and the atom density is $1/\Omega$ to leading order. The flux density is therefore

$$\Gamma=\frac{D}{\Omega kT}\left(\Omega\frac{\partial\sigma}{\partial x}+F\right).$$

Adding atoms to a confined line compresses it: $dC/C=-d\sigma/B$. With $C\simeq1/\Omega$, continuity $\partial_tC=-\partial_x\Gamma$ becomes $-(1/\Omega B)\,\partial_t\sigma=-\partial_x\Gamma$, or

$$\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+\frac F\Omega\right)\right],\qquad \kappa=\frac{DB\Omega}{kT}.$$

This is Korhonen's equation. At a junction $\sigma$ is continuous. A point stores no atoms, so the atom *currents* leaving it must cancel:

$$\sum_b A_b\Gamma_b^{\rm out}=0 .$$

The areas belong in this sum because $\Gamma$ is a flux per unit area. The potentials follow from the same kind of balance for charge, with branch conductances $A_b/(\rho L_b)$. For uniform resistivity $\rho$, $\phi$ is linear along each branch.

## The scheme

Place nodes along every branch, including its two ends, and let branches that meet share one node. A cell of length $h$ joins neighbouring nodes $i\to j$ and gives half its volume to each. A junction node thus owns the half-cells of all adjoining branches:

$$V_i=\sum_{\text{cells at }i}\tfrac12Ah .$$

The atom current through a cell is $A\Gamma$ with a two-point gradient:

$$I=g(\sigma_j-\sigma_i)+w,\qquad g=\frac{AD}{kT\,h},\qquad w=\frac{ADF}{\Omega kT}.$$

Let the incidence matrix $P$ have one row per cell, with $-1$ at its tail and $+1$ at its head. Then $I=GP\sigma+w$ with $G={\rm diag}(g)$, and node $i$ gains atoms at the rate $(P^{T}I)_i$. The linearised atom number of the node is $N_i=(V_i/\Omega)(1-\sigma_i/B)$, so $\dot N_i=-c_i\dot\sigma_i$ with $c_i=V_i/(B\Omega)$. Equating the two rates gives

$$c\,\dot\sigma=-K\sigma-P^{T}w,\qquad K=P^{T}GP,$$

where $c$ is the diagonal matrix of the $c_i$. Backward Euler evaluates the right side at the new time:

$$\left(\frac c{\Delta t}+K\right)\sigma^{n+1}=\frac c{\Delta t}\sigma^n-P^{T}w .$$

```
solve Kirchhoff's equations for the vertex potentials
for each branch b:
    place nodes; end nodes are the shared vertices
    for each cell (i, j, h):
        F = -Z*e*(phi_head - phi_tail)/L_b
        g = A_b*D_b/(kT*h);  w = A_b*D_b*F/(Omega*kT)
        c[i] += A_b*h/(2*B*Omega);  c[j] += the same
        K[i,i] += g;  K[j,j] += g;  K[i,j] -= g;  K[j,i] -= g
        source[i] += w;  source[j] -= w      # source = -P^T w
factorise  c/dt + K
repeat: solve (c/dt + K) s_new = (c/dt) s_old + source
monitor: sum(c*(s_new - s_start)), which should stay at rounding level
```

The sign of `source` can be read directly: a positive $w$ takes atoms away from the tail node, which raises its tension.

## Conservation, globally and across a cut

Each row of $P$ sums to zero, so $P\mathbf 1=0$. Multiply the backward Euler equation by $\mathbf 1^{T}$. Both $\mathbf 1^{T}K=(P\mathbf 1)^{T}GP$ and $\mathbf 1^{T}P^{T}w$ vanish, leaving

$$\sum_i c_i\sigma_i^{n+1}=\sum_i c_i\sigma_i^{n}.$$

Apart from rounding, the atom number is conserved for any step length and any mesh.

Summing over a subset $S$ of nodes instead cancels every cell with both ends in $S$. What remains is the current through the cells that cross its boundary:

$$N_S^{n+1}-N_S^n=\Delta t\sum_{\text{cut}}I^{n+1}_{\rm into\ S}.$$

This is a sharper diagnostic than the global sum, since it also checks where the atoms went. The current must be taken at the new time, as in the step itself.

## The steady state

If the current vanishes in every branch, $\Omega\,\partial_x\sigma=-F=Ze\,\partial_x\phi$, so $\sigma-Ze\phi/\Omega$ is constant along each branch. Continuity at junctions makes it one constant for a connected network with common $Z$. Conservation fixes that constant, because the volume average of $\sigma$ cannot change:

$$\sigma_\infty=\langle\sigma(0)\rangle+\frac{Ze}{\Omega}\left(\phi-\langle\phi\rangle_V\right),\qquad
\langle\phi\rangle_V=\frac{\sum_bA_bL_b(\phi_{\rm tail}+\phi_{\rm head})/2}{\sum_bA_bL_b}.$$

The midpoint value appears because $\phi$ is linear. Diffusivities set the pace but not the end point. If $B$ differed between branches, the conserved quantity would be $\int A\sigma/B\,dx$ and the weights would become $A_bL_b/B_b$.

If the initial stress is linear along each branch, the discrete steady state has these same values at the nodes. In each cell $F=-Ze(\phi_j-\phi_i)/h$, so inserting $\sigma_\infty$ gives

$$I=\frac{AD}{kTh}\left[\frac{Ze}{\Omega}(\phi_j-\phi_i)-\frac{Ze}{\Omega}(\phi_j-\phi_i)\right]=0.$$

The half-cell sum is the trapezoidal rule, which integrates a linear function without error, so the discrete mean agrees too. No other steady state has the same atom number: the difference $d$ of two would obey $0=d^{T}Kd=\sum g(d_j-d_i)^2$, hence be constant, and equal atom numbers make that constant zero. For such an initial stress, a coarse or irregular mesh therefore spoils the transient but not the end point. For a curved initial profile the half-cell sum gives the initial mean only approximately, and the whole steady state is shifted by that error.

For a single line this reduces to a linear profile with end-to-end difference $|Z|e\rho jL/\Omega$, centred on the initial mean. A limit on the tension at the cathode end then becomes a limit on the product $jL$.

### Loops with unequal effective charge

On a tree with blocked ends, cutting any branch isolates one part of the network. That part has constant content in the steady state, so the branch carries no atoms. A loop offers no such argument. Let a steady current $I$ circulate around it. Solving the flux law for the stress change along a branch traversed in the loop direction gives

$$\Omega\,\Delta\sigma_b=\frac{I\,\Omega kT\,L_b}{A_bD_b}-F_bL_b .$$

The stress returns to its starting value, so $\sum_b\Delta\sigma_b=0$ and

$$I_{\rm loop}=\frac{\sum_bF_bL_b}{\Omega kT\sum_bL_b/(A_bD_b)} .$$

This form holds for a single loop whose attached branches carry no steady atom current. With common $Z$ the numerator is $-Ze$ times the change of $\phi$ around a closed path, which is zero. With different $Z$, as different interfaces might produce, it is in general nonzero. The stress is then constant in time although atoms keep moving, and it depends on the diffusivities.

## The worked network

The parameters are round model values: $T=600$ K ($kT=51.70$ meV), $\Omega=12$ Å$^3$, $B=30$ GPa, $Z=-2$, $\rho=3\ \mu\Omega\,$cm, thickness 0.2 µm and uniform initial tension 100 MPa. A current of 0.2 mA enters at vertex 0 and leaves at vertex 4. Branches are listed as length (µm), width (µm), diffusivity ($10^{-16}$ m$^2$/s):

- 0–1: 30, 0.2, 1
- 1–2: 20, 0.1, 2
- 1–3: 40, 0.1, 1
- 2–3: 30, 0.2, 2
- 3–4: 20, 0.3, 1
- 2–5: 25, 0.1, 1; it carries no current

The potentials at vertices 0 to 5 are 12.1, 7.6, 4.4, 2.0, 0 and 4.4 mV. Thickness cancels from the mean, so the weights are length times width:

$$\langle\phi\rangle_V=\frac{6(9.85)+2(6.0)+4(4.8)+6(3.2)+6(1.0)+2.5(4.4)}{26.5}=4.774\ {\rm mV}.$$

With $Ze/\Omega=-26.70$ MPa/mV, the steady stress at the cathode, vertex 4, is $100-26.70(0-4.774)=227.5$ MPa. At the anode, vertex 0, it is $100-26.70(12.1-4.774)=-95.6$ MPa. Atoms travel with the electrons, from vertex 4 towards vertex 0, so tension at the former and compression at the latter are the expected signs.

The current-free branch matters through its volume. Without it the mean would be $115.5/24=4.813$ mV and the cathode tension 228.5 MPa, so the branch relieves 1 MPa. If its volume grew without bound, $\langle\phi\rangle_V$ would tend to its own potential, 4.4 mV, and the cathode tension to $100+26.70\times4.4=217.5$ MPa. In the steady state a very large reservoir pins the stress at its attachment point; it does not remove the stress differences. A reservoir enlarged by length is also slow to act: at 250 µm the slowest relaxation time is about 980 h.

### The state after one day

The slowest relaxation time is 45.4 h, so 24 h is well inside the transient. Vertex 4 has reached 165.9 MPa, about half of its eventual rise, and 40% of the final number of displaced atoms has moved ($2.13\times10^8$ of $5.31\times10^8$).

Vertex 5 stands at 99.73 MPa, *below* its initial 100 MPa, although it will end at 110.0 MPa. Its branch has no electrical force and a blocked end. By the minimum principle for diffusion, its stress can fall below the initial value only if vertex 2 did so earlier. Vertex 2 is already back at 100.6 MPa, and the dead end lags behind.

The junction sources make such a dip plausible. At the start the stress is uniform, and the atom current in a branch is proportional to $A_bD_bF_b$, hence to $D_b$ times its electric current. With equal diffusivities Kirchhoff's law would cancel these at every inner junction, leaving sources at the terminals alone. Here both current-carrying branches at vertex 2 have the same $D$, so it has no initial source. Vertex 1 gains atoms, because the faster branch 1–2 delivers to it, and vertex 3 loses atoms. Vertex 1 is 20 µm from vertex 2 and vertex 3 is 30 µm away, both through material of the same $\kappa$, so the compressive signal should arrive first.

### Why the width-blind junction fails quietly

Suppose a junction imposes $\sum_b\Gamma_b^{\rm out}=0$. This is the correct law for a network whose cross-sections are all equal, so the scheme conserves the length-weighted integral of $\sigma$. Its steady state still has zero flux and thus correct gradients, but $\langle\phi\rangle_V$ is replaced by the length mean $\langle\phi\rangle_L=5.052$ mV. The error in the steady state is uniform, although during the transient the stress differences are wrong as well:

$$\frac{Ze}{\Omega}\left(\langle\phi\rangle_V-\langle\phi\rangle_L\right)=-26.70\,(4.774-5.052)=+7.42\ {\rm MPa}.$$

In the real volumes a uniform stress error $\delta\sigma$ means a false atom change $-N_0\,\delta\sigma/B$, where $N_0$ is the atom number at zero stress. This is $-4.417\times10^{11}\times7.42\times10^{6}/(3\times10^{10})=-1.09\times10^{8}$, a fifth of the atoms displaced in the true steady state. The sign depends on the layout: it reverses once $\langle\phi\rangle_V$ exceeds $\langle\phi\rangle_L$, as happens here if branch 0–1 is widened from 0.2 to 0.3 µm.

### A circulating case

Change $Z$ of branch 1–3 to $-3$. Traverse the loop 1→2→3→1. The work done on an atom is $Z_be$ times the potential drop in the direction of travel: $-2(3.2)-2(2.4)+3(5.6)=5.6$ meV. The sum of $L_b/(A_bD_b)$ is $(5+3.75+20)\times10^{24}=2.875\times10^{25}$ s/m$^3$. Therefore

$$I_{\rm loop}=\frac{5.6/51.70}{1.2\times10^{-29}\times2.875\times10^{25}}\ {\rm s^{-1}}\simeq314\ {\rm atoms/s}.$$

The scheme settles to the same value. With equal $Z$ its largest residual current is about $10^{-9}$ atoms/s.

## An independent transient solution

Agreement in the steady state says nothing about the time scale. For that, the continuum equations are solved by Laplace transform. With uniform initial stress $\sigma_0$, set $u(x,s)=\hat\sigma-\sigma_0/s$. Since $F$ is constant in a branch, $su=\kappa u''$. With $q=\sqrt{s/\kappa}$ and end values $u_i,u_j$,

$$u=\frac{u_i\sinh q(L-x)+u_j\sinh qx}{\sinh qL},\qquad
u'(0)=q\left(-u_i\coth qL+\frac{u_j}{\sinh qL}\right).$$

The transformed atom current leaving the tail is $(AD/kT)[u'(0)+F/(\Omega s)]$; at the head the roles of $i$ and $j$ are exchanged and $F$ changes sign. Setting the sum at each vertex to zero gives a linear system $M(s)u=r(s)$, here six by six. Each branch adds $(AD/kT)\,q\coth qL$ to two diagonal entries and $-(AD/kT)\,q/\sinh qL$ to two off-diagonal ones.

To return to time $t$, the inversion contour is bent to $s=a\theta(\cot\theta+i)$, $-\pi<\theta<\pi$. This is allowed because the singularities lie on the real axis at $s\le0$. Differentiation gives $ds=ia(1+i\eta)\,d\theta$ with $\eta=\theta+(\theta\cot\theta-1)\cot\theta$. Conjugate symmetry halves the range, and the trapezoidal rule with $m$ intervals yields

$$\sigma(t)-\sigma_0\simeq\frac am\left[\tfrac12e^{at}u(a)+\sum_{k=1}^{m-1}{\rm Re}\,e^{s_kt}u(s_k)(1+i\eta_k)\right],\quad\theta_k=\frac{k\pi}m .$$

With $a=2m/(5t)$, the results for $m=16$ and $m=20$ were tested to agree within $10^{-5}$ MPa.

The same matrix gives relaxation rates. If no branch has $\sinh qL=0$ at $s=-\lambda$, a free mode $e^{-\lambda t}$ needs nonzero vertex values with $M(-\lambda)u=0$, so $\det M(-\lambda)=0$. Where some branch does have $\sinh qL=0$, $M$ is undefined and modes must be sought separately. The discrete slowest rate differs from the corresponding root of the determinant by $2.7\times10^{-5}$ of its value.

## Accuracy, stability and cost

With the time integration done without step error, the largest vertex error against the Laplace solution at 24 h is 0.103, 0.0258 and 0.0065 MPa for cells of 2.5, 1.25 and 0.625 µm. The ratios are 4.00, so the junction cells keep second order here despite jumps in width, diffusivity and force. On the finest mesh the backward Euler error is 0.058 MPa for 360 s steps and 0.029 MPa for 180 s steps, which is first order. At these settings time error dominates, and refining the mesh alone would gain little.

Let $\delta$ be the deviation from the steady state with the same atom number. Subtracting the steady equation gives $c(\delta^{n+1}-\delta^n)/\Delta t=-K\delta^{n+1}$. At the node where $\delta^{n+1}$ is largest, $(K\delta^{n+1})_i=\sum g(\delta_i-\delta_j)\ge0$, so $\delta_i^{n+1}\le\delta_i^n$. The same argument applies to the minimum. Hence $\max|\delta|$ cannot grow, whatever the step. This was tested from a random initial stress on an irregular mesh, with steps of twice the slowest relaxation time; the final error was below $10^{-4}$ Pa.

An explicit Euler step is safe if $\Delta t\le2/\lambda_{\max}$. For uniform cells Gershgorin's theorem bounds the largest rate by $4\kappa_{\max}/h^2$, so $\Delta t\le h^2/(2\kappa_{\max})$ suffices. For $h=0.625$ µm and $\kappa_{\max}=8.69\times10^{-15}$ m$^2$/s this is about 22 s, and it shrinks fourfold with each halving of $h$.

For $n$ nodes, assembly and storage of $K$ cost $O(n)$. Interior nodes of a branch form a tridiagonal chain; eliminating them first costs $O(n)$ and leaves a system for the vertices. On a tree that system can be eliminated from the leaves inward, also in linear time. Loops add fill that depends on the layout. With fixed $\Delta t$ one factorisation serves all steps.

## Where it fails

- **Very long steps.** As $\Delta t$ grows, $c/\Delta t$ becomes small beside $K$, which is singular for constant stress. Rounding then enters the conserved mean, so the atom sum should be monitored.
- **Linearised count.** The conserved number is linear in $\sigma/B$. Integrating $dC/C=-d\sigma/B$ gives an exponential, which differs by about $(\sigma/B)^2/2$. The largest steady $|\sigma|/B$ is $7.6\times10^{-3}$, so the discrepancy is at most about $3\times10^{-5}$ of all atoms, or $1.3\times10^7$. This bound, about 2.4% of the number displaced in the steady state, applies the peak stress to the whole volume. Integrated over the actual profile, the exponential count changes by about $1.9\times10^6$ atoms (0.35%) between the initial and steady states, equivalent to a uniform shift of about 0.13 MPa. That is still far above rounding; conservation to rounding is a property of the model equations.
- **Voids.** Once a void opens, its surface fixes a different boundary condition and its volume must enter the atom balance. The steady state above then no longer applies. The model contains no nucleation stress, so it cannot say whether a real line would reach the 227 MPa found here without voiding.
- **Temperature differences.** They make $D$ position-dependent and add a thermal driving force. The flux form still conserves atoms, but the formula for $\sigma_\infty$ needs the extra force. Resistivity varies with temperature too, so $\phi$ is no longer linear along a branch and its mean is not the midpoint value.

The full set of values is in the numerical output below.

## Values computed for the example and the checks

```
temperature 600 K, kT = 51.704 meV
atomic volume 12.0 A^3, modulus B 30 GPa
effective charge number Z -2
resistivity 3.0 microohm cm
line thickness 0.2 um, current 0.2 mA
initial stress 100 MPa
branch: L um, width um, D 1e-16 m2/s, j MA/cm2 (tail to head)
 0-1: 30, 0.2, 1, 0.5000
 1-2: 20, 0.1, 2, 0.5333
 1-3: 40, 0.1, 1, 0.4667
 2-3: 30, 0.2, 2, 0.2667
 3-4: 20, 0.3, 1, 0.3333
 2-5: 25, 0.1, 1, 0.0000
kappa for D = 1e-16 m2/s: 4.3458e-15 m2/s
Z e / Omega = -26.7029 MPa per mV
volume mean of phi 4.7736 mV
length mean of phi 5.0515 mV
vertex: phi mV; stress MPa at 24 h (Laplace, scheme); steady
 0: 12.1000; 5.733, 5.768; -95.637
 1: 7.6000; 69.044, 69.058; 24.526
 2: 4.4000; 100.600, 100.601; 109.976
 3: 2.0000; 130.137, 130.122; 174.063
 4: 0.0000; 165.943, 165.915; 227.469
 5: 4.4000; 99.728, 99.732; 109.976
largest steady |stress|/B 7.58e-03
slowest relaxation time 45.447 h
discrete/continuum slowest rate - 1: -2.71e-05
nodes 264, cell 0.625 um, time step 180 s
space errors, cells 2.5, 1.25, 0.625 um: 1.03e-01, 2.58e-02, 6.46e-03 MPa
space error ratios 4.004, 4.001
time errors, 360 and 180 s: 0.0577, 0.0289 MPa
time error ratio 2.000
atoms in network at zero stress 4.4167e+11
atoms displaced after 24 h 2.1259e+08
atoms displaced in steady state 5.3123e+08
worst atom-number drift in 24 h 7.6e-05 atoms
atoms gained by vertex-0 half of branch 0-1: 1.1735e+08
atoms carried through that cut: 1.1735e+08
random start, irregular mesh: steady error 7.2e-05 Pa
Z of branch 1-3 changed to -3:
 loop flux 1-2-3-1, formula 3.1394e+02 atoms/s
 loop flux 1-2-3-1, scheme 3.1394e+02 atoms/s
largest steady flux with equal Z 9.4e-10 atoms/s
width-blind junctions: stress shift 7.422 MPa
 false change of atom number -1.0926e+08
```
